**Sharp facet edges from attracting steps**

The program tests the statement that a facet has a sharp edge when the interaction free energy per step length, e(n) = F(n)/n, has a negative minimum at a finite step density n*. Here F is the interaction free energy per projected area, h is the step height, and slopes between 0 and hn* are skipped. It asserts the closed forms for elastic repulsion and exponential attraction against quadrature, and compares them with diagonalization of a few steps on a ring. A convex hull confirms the skipped range and the two separate thresholds, one for nonconvexity and one for a sharp facet edge. A linear program that minimizes surface energy at fixed cross-section area reproduces the predicted crystal profile. For the example at 600 K the output gives an edge slope of 0.115, or 6.6 degrees, while the facet shrinks by only 0.29 percent. The bulk interaction energy at n* estimated from the ring calculations is about 7 percent more negative than the trial value. The rings show no negative e at the sampled densities when the attraction is ten times weaker.

## Numerical verification

```python
# RESULT UNDER TEST: attracting surface steps give a facet a sharp edge when
# the interaction free energy per step length, e(n) = F(n)/n, has a negative
# minimum at a finite step density n_star. Slopes 0 < p < h*n_star are skipped.
# Symbols: n step density (1/nm), h step height (nm), beta free energy of an
# isolated step (eV/nm), stiffness (eV/nm), K = (kT)^2/(2 stiffness) (eV nm),
# pair interaction A/r^2 - V exp(-r/R) per length, c = 2 pi R,
# F(n) = C n^3 - V R W(n): variational free energy per area beyond beta*n.
# Exact few-step energies come from diagonalization on a periodic ring.
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, linprog, minimize_scalar
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh

T = 600.0
h, beta, stiffness = 0.25, 0.3, 1.0
A, V, R = 0.001, 0.0025, 3.0
half_width = 1000.0
k_ev = constants.k / constants.e
kT = k_ev * T
K = kT**2 / (2 * stiffness)
C = np.pi**2 * (K + A) / 3
c = 2 * np.pi * R


def W(n):
    return n**2 - 2*n*np.arctan(c*n)/c + np.log1p((c*n)**2)/c**2


def F(n, v=V, cubic=C):
    return cubic*n**3 - v*R*W(n)


def F_slope(n, v=V):
    return 3*C*n**2 - v*R*(2*n - 2*np.arctan(c*n)/c)


def F_curvature(n, v=V):
    return 6*C*n - 2*v*R*(c*n)**2/(1 + (c*n)**2)


def ring_energy(count, density, sites, v=V, elastic=A):
    """Exact ground energy per step; zero total momentum, periodic images."""
    length = count / density
    a = length / sites
    hop = K / a**2
    cuts = np.array(list(combinations(range(1, sites), count - 1)))
    powers = (sites + 1)**np.arange(count - 2, -1, -1)
    keys = cuts @ powers
    size = len(cuts)
    pos = np.hstack([np.zeros((size, 1), int), cuts])
    energy = np.full(size, 2.0*hop*count)
    for i in range(count):
        for j in range(i + 1, count):
            r = (pos[:, j] - pos[:, i])*a
            energy += elastic*(np.pi/length/np.sin(np.pi*r/length))**2
            energy -= v*np.cosh((length/2 - r)/R)/np.sinh(length/(2*R))
    energy += count*(elastic*np.pi**2/(6*length**2) - v/np.expm1(length/R))
    rows, cols = [], []
    for mover in range(count):
        for direction in (-1, 1):
            new = cuts.copy()
            if mover == 0:
                new -= direction      # distances are measured from step 0
            else:
                new[:, mover - 1] += direction
            good = (new[:, 0] >= 1) & (new[:, -1] <= sites - 1)
            if count > 2:
                good &= np.all(np.diff(new, axis=1) >= 1, axis=1)
            rows.append(np.nonzero(good)[0])
            cols.append(np.searchsorted(keys, new[good] @ powers))
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    H = coo_matrix((np.full(len(rows), -hop), (rows, cols)),
                   shape=(size, size)).tocsr() + diags(energy)
    value = eigsh(H, k=1, which='SA', v0=np.ones(size), ncv=40,
                  tol=1e-7, maxiter=5000, return_eigenvectors=False)
    return value[0] / count


def skipped_range(v):
    """Largest gap between the points on the lower convex hull of F."""
    grid = np.linspace(0, 1, 20001)
    hull = []
    for x, y in zip(grid.tolist(), F(grid, v).tolist()):
        while len(hull) > 1:
            (x1, y1), (x2, y2) = hull[-2], hull[-1]
            if (x2 - x1)*(y - y1) - (y2 - y1)*(x - x1) <= 0:
                hull.pop()
            else:
                break
        hull.append((x, y))
    kept = np.array(hull)[:, 0]
    i = np.argmax(np.diff(kept))
    return kept[i], kept[i + 1]


# Minimum of the interaction free energy per step length
best = minimize_scalar(lambda n: F(n)/n, bounds=(0.1, 1.5),
                       method='bounded', options={'xatol': 1e-10})
n_star, e_star = best.x, best.fun
p_star = h*n_star

# Closed forms against quadrature over the free-fermion pair correlation
overlap = quad(lambda r: np.exp(-r/R)*(1 - np.sinc(n_star*r)**2),
               0, 40*R, limit=500)[0]
assert abs(n_star**2*overlap/(R*W(n_star)) - 1) < 1e-6
core = quad(lambda s: (1 - (np.sin(s)/s)**2)/s**2, 1e-3, 200, limit=1000)[0]
assert abs(core + 1e-3/3 + 1/200 - np.pi/3) < 1e-5
d = 1e-3
numeric_curv = (F(n_star + d) - 2*F(n_star) + F(n_star - d))/d**2
assert abs(numeric_curv/F_curvature(n_star) - 1) < 1e-3

# Elastic repulsion alone: ring diagonalization against the exact coefficient
lam = (1 + np.sqrt(1 + 2*A/K))/2
exact_cubic = np.pi**2*K*lam**2/3
ring_rep = ring_energy(3, n_star, 120, v=0.0)
formula_rep = n_star**2*(exact_cubic*(1 - 1/9) + np.pi**2*A/54)
assert abs(ring_rep/formula_rep - 1) < 0.02
# Entropic repulsion alone, and first-order effect of a faint attraction
free4 = ring_energy(4, n_star, 32, v=0.0, elastic=0.0)
assert abs(free4/(np.pi**2*K*n_star**2/3*(1 - 1/16)) - 1) < 0.02
faint = V/50
shift = ring_energy(4, n_star, 32, v=faint, elastic=0.0) - free4
assert abs(shift/(-faint*R*W(n_star)/n_star) - 1) < 0.03

# Interacting steps: exact energies, size and lattice corrections
e3, e4, e5 = [ring_energy(m, n_star, 8*m) for m in (3, 4, 5)]
size_shift = (e5 - e4)*(1/25)/(1/16 - 1/25)
lattice_shift = ring_energy(3, n_star, 120) - e3
e_bulk = e5 + size_shift + lattice_shift
assert abs(e5 - e4) < abs(e4 - e3)
assert e_bulk < e_star < 0
ring_min = minimize_scalar(lambda n: ring_energy(4, n, 32),
                           bounds=(0.2, 1.0), method='bounded',
                           options={'xatol': 1e-3})
assert ring_min.fun < 0 and abs(ring_min.x/n_star - 1) < 0.35
weak_n = (0.1, 0.2, 0.4, 0.8)
weak_e = [ring_energy(4, n, 40, v=V/10) for n in weak_n]
assert weak_e[0] > 0 and np.all(np.diff(weak_e) > 0)

# Free clusters in a wide ring: does the dense state beat small bunches?
clusters = [ring_energy(m, m/40.0, 60) for m in (2, 3, 4)]
assert clusters[0] > clusters[1] > clusters[2] > e_star

# Concave window and the two thresholds
root = np.sqrt((V*R*c**2)**2 - 36*C**2*c**2)
n_low, n_high = [(V*R*c**2 + s*root)/(6*C*c**2) for s in (-1, 1)]
for n_edge in (n_low, n_high):
    dd = 0.01*n_edge
    left, right = [F(x + dd) - 2*F(x) + F(x - dd)
                   for x in (0.9*n_edge, 1.1*n_edge)]
    assert left*right < 0
V_concave = 6*C/(R*c)
peak = minimize_scalar(lambda n: -W(n)/n**3, bounds=(0.01, 1),
                       method='bounded', options={'xatol': 1e-10})
V_sharp = C/(R*(-peak.fun))
V_mid = np.sqrt(V_concave*V_sharp)
gap_main, gap_mid = skipped_range(V), skipped_range(V_mid)
gap_above = skipped_range(1.02*V_sharp)
gap_below = skipped_range(0.98*V_concave)
assert gap_main[0] == 0 and abs(gap_main[1] - n_star) < 2e-4
assert gap_mid[0] > 1e-3 and gap_mid[1] - gap_mid[0] > 1e-3
assert gap_above[0] == 0 and gap_above[1] > 0.05
assert gap_below[1] - gap_below[0] < 2e-4

# Temperature at which the trial theory loses the sharp edge
C_limit = V*R*(-peak.fun)
T_smooth = np.sqrt(2*stiffness*(3*C_limit/np.pi**2 - A))/k_ev
dense_grid = np.linspace(0.001, 1, 20000)
for factor, sign in ((0.98, -1), (1.02, 1)):
    K_t = (k_ev*T_smooth*factor)**2/(2*stiffness)
    cubic_t = np.pi**2*(K_t + A)/3
    assert sign*np.min(F(dense_grid, V, cubic_t)/dense_grid) > 0

# Crystal profile: minimize surface energy at fixed area, slopes free to mix
columns = 60
x_rel = 0.99 + 0.02*(np.arange(columns) + 0.5)/columns
slopes = np.linspace(0, 1.5, 301)


def density_at(x):
    if x < 1:
        return 0.0
    return brentq(lambda n: beta + F_slope(n) - (beta + e_star)*x,
                  n_star*(1 - 1e-5), 4)


predicted = np.array([density_at(x) for x in x_rel])
cost = np.tile(1e4*(beta*slopes + F(slopes)), columns)
index = np.arange(columns*len(slopes))
norm = coo_matrix((np.ones(len(index)), (index//len(slopes), index)))
area_row = coo_matrix(np.outer(x_rel, slopes).reshape(1, -1))
constraints = coo_matrix(np.vstack([norm.toarray(), area_row.toarray()]))
rhs = np.append(np.ones(columns), x_rel @ predicted)
solution = linprog(cost, A_eq=constraints.tocsr(), b_eq=rhs,
                   bounds=(0, None), method='highs')
assert solution.success
found = solution.x.reshape(columns, -1) @ slopes
profile_error = np.max(np.abs(found - predicted))
assert profile_error < 0.015

# Power law of the height drop just outside the facet
fine = np.linspace(0, 1, 400001)


def drop(excess, v):
    return np.max(excess*fine - F(fine, v))


power_rep = np.log2(drop(1e-4, 0.0)/drop(5e-5, 0.0))
power_att = np.log2(drop(e_star + 1e-5, V)/drop(e_star + 5e-6, V))
assert abs(power_rep - 1.5) < 1e-3 and abs(power_att - 1) < 0.01

lagrange = (beta + e_star)/(h*half_width)
near = 1 + 1/half_width
p_near = h*density_at(near)
p_smooth = h*np.sqrt(beta*(near - 1)/(3*C))
radius = F_curvature(n_star)/h**2/lagrange*(1 + p_star**2)**1.5

print(f"temperature {T:.0f} K, kT {kT:.5f} eV")
print(f"step height {h} nm, step free energy {beta} eV/nm")
print(f"stiffness {stiffness} eV/nm, elastic A {A} eV nm")
print(f"attraction V {V} eV/nm, range R {R} nm")
print(f"K {K:.6f} eV nm")
print(f"entropic part of C {np.pi**2*K/3:.6f} eV nm")
print(f"elastic part of C {np.pi**2*A/3:.6f} eV nm")
print(f"C {C:.6f} eV nm")
print(f"n_star {n_star:.4f} 1/nm, step spacing {1/n_star:.3f} nm")
print(f"repulsive part of e at n_star {C*n_star**2:.6f} eV/nm")
print(f"attractive part at n_star {-V*R*W(n_star)/n_star:.6f} eV/nm")
print(f"e_star {e_star:.6f} eV/nm")
print(f"edge slope {p_star:.4f}")
print(f"edge angle {np.degrees(np.arctan(p_star)):.2f} degrees")
print(f"hull skips n from {gap_main[0]:.4f} to {gap_main[1]:.4f} 1/nm")
print(f"concave window n {n_low:.5f} to {n_high:.4f} 1/nm")
print(f"concave window slope {h*n_low:.5f} to {h*n_high:.4f}")
print(f"V for concavity {V_concave:.6f} eV/nm")
print(f"V for sharp facet edge {V_sharp:.6f} eV/nm")
print(f"n_star at that threshold {peak.x:.4f} 1/nm")
print(f"intermediate V {V_mid:.6f} eV/nm")
print(f"its skipped n {gap_mid[0]:.4f} to {gap_mid[1]:.4f} 1/nm")
print(f"trial temperature limit of sharp edge {T_smooth:.0f} K")
print(f"facet half-width {half_width:.0f} nm")
print(f"facet shrinkage by attraction {-100*e_star/beta:.3f} percent")
print(f"lambda {lagrange:.6e} eV/nm^3")
print(f"F curvature at n_star {F_curvature(n_star):.6f} eV nm")
print(f"radius of curvature outside edge {radius:.1f} nm")
print(f"slope 1 nm outside edge, attraction {p_near:.4f}")
print(f"slope 1 nm outside edge, V=0 {p_smooth:.4f}")
print(f"drop exponent: attraction {power_att:.4f}, V=0 {power_rep:.4f}")
print(f"linear program: largest n error {profile_error:.4f} 1/nm")
print(f"linear program: n grid step {slopes[1]:.4f} 1/nm")
print(f"ring e, 3 steps {e3:.6f} eV/nm")
print(f"ring e, 4 steps {e4:.6f} eV/nm")
print(f"ring e, 5 steps {e5:.6f} eV/nm")
print(f"size correction {size_shift:.6f} eV/nm")
print(f"lattice correction {lattice_shift:.6f} eV/nm")
print(f"estimated bulk e at n_star {e_bulk:.6f} eV/nm")
print(f"four-step ring minimum: n {ring_min.x:.3f} 1/nm")
print(f"four-step ring minimum: e {ring_min.fun:.6f} eV/nm")
print(f"four-step ring edge slope {h*ring_min.x:.4f}")
for m, value in zip((2, 3, 4), clusters):
    print(f"free cluster of {m}: e {value:.6f} eV/nm")
print(f"weak attraction V/10 = {V/10:.5f} eV/nm, four-step ring:")
for n, value in zip(weak_n, weak_e):
    print(f"  n {n:.1f} 1/nm, e {value:.6f} eV/nm")
print(f"elastic ring / exact formula {ring_rep/formula_rep:.4f}")
print(f"faint attraction ring / first order "
      f"{shift/(-faint*R*W(n_star)/n_star):.4f}")
print(f"first-order C / exact repulsive C {C/exact_cubic:.4f}")
print(f"mean-square step gradient over 0.25 nm {kT/(stiffness*0.25):.3f}")
print(f"edge slope squared {p_star**2:.4f}")
print("all good")
```

Running it gives:

```
temperature 600 K, kT 0.05170 eV
step height 0.25 nm, step free energy 0.3 eV/nm
stiffness 1.0 eV/nm, elastic A 0.001 eV nm
attraction V 0.0025 eV/nm, range R 3.0 nm
K 0.001337 eV nm
entropic part of C 0.004397 eV nm
elastic part of C 0.003290 eV nm
C 0.007687 eV nm
n_star 0.4597 1/nm, step spacing 2.175 nm
repulsive part of e at n_star 0.001624 eV/nm
attractive part at n_star -0.002488 eV/nm
e_star -0.000864 eV/nm
edge slope 0.1149
edge angle 6.56 degrees
hull skips n from 0.0000 to 0.4597 1/nm
concave window n 0.00890 to 0.3163 1/nm
concave window slope 0.00222 to 0.0791
V for concavity 0.000816 eV/nm
V for sharp facet edge 0.000921 eV/nm
n_star at that threshold 0.1099 1/nm
intermediate V 0.000867 eV/nm
its skipped n 0.0221 to 0.0900 1/nm
trial temperature limit of sharp edge 1200 K
facet half-width 1000 nm
facet shrinkage by attraction 0.288 percent
lambda 1.196546e-03 eV/nm^3
F curvature at n_star 0.006399 eV nm
radius of curvature outside edge 87.3 nm
slope 1 nm outside edge, attraction 0.1251
slope 1 nm outside edge, V=0 0.0285
drop exponent: attraction 1.0012, V=0 1.5000
linear program: largest n error 0.0025 1/nm
linear program: n grid step 0.0050 1/nm
ring e, 3 steps -0.001024 eV/nm
ring e, 4 steps -0.000983 eV/nm
ring e, 5 steps -0.000967 eV/nm
size correction 0.000028 eV/nm
lattice correction 0.000016 eV/nm
estimated bulk e at n_star -0.000923 eV/nm
four-step ring minimum: n 0.518 1/nm
four-step ring minimum: e -0.001004 eV/nm
four-step ring edge slope 0.1294
free cluster of 2: e -0.000156 eV/nm
free cluster of 3: e -0.000289 eV/nm
free cluster of 4: e -0.000396 eV/nm
weak attraction V/10 = 0.00025 eV/nm, four-step ring:
  n 0.1 1/nm, e 0.000050 eV/nm
  n 0.2 1/nm, e 0.000206 eV/nm
  n 0.4 1/nm, e 0.000903 eV/nm
  n 0.8 1/nm, e 0.003928 eV/nm
elastic ring / exact formula 0.9991
faint attraction ring / first order 0.9850
first-order C / exact repulsive C 1.0505
mean-square step gradient over 0.25 nm 0.207
edge slope squared 0.0132
all good
```
